\section*{Phonon weights of a displaced oscillator at Huang-Rhys factor ten}

\section{The problem}

An electron trap in SiO$_2$, close to the silicon channel of a transistor, changes its charge state by capturing an electron. The atoms around it then have a new equilibrium position. Describe their motion by one harmonic mode with quantum $\hbar\omega=0.060$ eV. Capture shifts the minimum of the mode and leaves its frequency unchanged. The relaxation energy, which is the vibrational energy the defect would lose in settling from the old minimum to the new one, is 0.600 eV. The Huang-Rhys factor is the ratio
\begin{equation}
S=\frac{\text{relaxation energy}}{\hbar\omega}=\frac{0.600}{0.060}=10 .
\end{equation}

Before capture the mode is in its lowest state $|0_i\rangle$, since the temperature is zero. The electronic coupling is taken to be independent of the atomic positions (the Condon approximation). The transition to the final vibrational state $|n_f\rangle$, with $n$ phonons, then carries the weight
\begin{equation}
W_n=|\langle n_f|0_i\rangle|^2,\qquad \sum_{n=0}^{\infty}W_n=\langle 0_i|0_i\rangle=1 .
\end{equation}
The sum is one because the final states form a complete set.

(a) What fraction $W_0$ of the total weight belongs to the transition without phonons? (b) Which phonon number has the largest weight?

\textbf{Units.} Let $q$ be the coordinate in units of $\sqrt{\hbar/(M\omega)}$, with $M$ the mass of the mode, and $p$ its momentum in units of $\sqrt{\hbar M\omega}$, so that $[q,p]=i$. The initial minimum is at $q=0$ and the final one at $q=\Delta$. In units of $\hbar\omega$ the two vibrational Hamiltonians are
\begin{equation}
H_i=\tfrac12p^2+\tfrac12q^2,\qquad H_f=\tfrac12p^2+\tfrac12(q-\Delta)^2 .
\end{equation}
The final potential at the old minimum is $\Delta^2/2$. This is the relaxation energy in quanta, so $S=\Delta^2/2$ and $\Delta=\sqrt{2S}=4.472$.

\section{A tempting solution}

The electron jumps while the atoms stand still. At the old minimum the final potential is $S=10$ quanta high, so about ten phonons are created. The atoms are not precisely at $q=0$, however: the ground state has the position density $e^{-q^2}/\sqrt{\pi}$, with variance $\tfrac12$. Near $q=0$ the final potential is
\begin{equation}
\tfrac12(q-\Delta)^2=S-\Delta q+\tfrac12q^2\approx S-\Delta q .
\end{equation}
Identify this energy with the phonon number, $n\approx S-\Delta q$. Then $n$ has a Gaussian distribution with mean $S$ and variance $\Delta^2\cdot\tfrac12=S$. Neighbouring phonon numbers differ by one, so the density at $n$ is taken as the weight:
\begin{equation}
G_n=\frac{1}{\sqrt{2\pi S}}\exp\!\left[-\frac{(n-S)^2}{2S}\right].
\label{gauss}
\end{equation}
For $S=10$ this gives
\begin{equation}
G_0=\frac{e^{-100/20}}{\sqrt{20\pi}}=0.126\times 0.00674=8.5\times10^{-4},
\end{equation}
and a single largest weight at $n=10$. Both answers are wrong.

\section{Where it fails}

The mean and the variance used above are correct, which is why the argument looks sound. To see what is missing, write the phonon number of the final well as an operator. The lowering operators of the two wells are
\begin{equation}
a=\frac{q+ip}{\sqrt2},\qquad b=\frac{q-\Delta+ip}{\sqrt2}=a-\frac{\Delta}{\sqrt2}=a-\sqrt S ,
\label{shift}
\end{equation}
where the last form uses $\Delta=\sqrt{2S}$. The final phonon number is therefore
\begin{align}
b^\dagger b&=(a^\dagger-\sqrt S)(a-\sqrt S)\nonumber\\
&=a^\dagger a-\sqrt S\,(a+a^\dagger)+S .
\end{align}
Since $q=(a+a^\dagger)/\sqrt2$, the middle term is $-\sqrt{2S}\,q=-\Delta q$. Hence
\begin{equation}
b^\dagger b=S-\Delta q+a^\dagger a .
\end{equation}
The tempting solution dropped $a^\dagger a$, the phonon number of the initial well. That seems safe, because the initial state contains no phonons. But $a^\dagger a$ does not commute with $q$, and a distribution depends on higher powers of $b^\dagger b$ as well.

Let $D=b^\dagger b-S=a^\dagger a-\sqrt S(a+a^\dagger)$ be the deviation from $S$. Acting on the initial state, it gives
\begin{equation}
D|0_i\rangle=-\sqrt S\,|1_i\rangle .
\end{equation}
The first three moments of the deviation follow from this one relation:
\begin{align}
\langle D\rangle&=-\sqrt S\,\langle0_i|1_i\rangle=0,\\
\langle D^2\rangle&=S\,\langle1_i|1_i\rangle=S,\\
\langle D^3\rangle&=S\,\langle1_i|D|1_i\rangle
=S\,\langle1_i|a^\dagger a|1_i\rangle=S .
\end{align}
In the last line the terms with $a$ and $a^\dagger$ vanish, because they change the number of initial phonons by one. The mean and the variance do not notice the missing operator. The third moment does: it is $S$, whereas a Gaussian has zero. The true distribution is skewed, with its longer tail towards large $n$. Question (a) concerns the far end of the short tail, and question (b) concerns a difference between neighbours at the peak. Neither can be settled by a mean and a variance.

The failure at $n=0$ is also visible in the potential. Setting $S-\Delta q=0$ requires $q=S/\Delta=\Delta/2$, and there the neglected term $q^2/2=\Delta^2/8=S/4$ amounts to 2.5 quanta.

\section{The correct solution}

The initial state satisfies $a|0_i\rangle=0$. With $b=a-\sqrt S$ from Eq.~(\ref{shift}),
\begin{equation}
b\,|0_i\rangle=-\sqrt S\,|0_i\rangle .
\label{eigen}
\end{equation}
Let $c_n=\langle n_f|0_i\rangle$ and project Eq.~(\ref{eigen}) on $\langle n_f|$. Raising a final state gives $b^\dagger|n_f\rangle=\sqrt{n+1}\,|(n+1)_f\rangle$. The adjoint of this relation is $\langle n_f|b=\sqrt{n+1}\,\langle(n+1)_f|$, so
\begin{equation}
\sqrt{n+1}\;c_{n+1}=-\sqrt S\;c_n .
\label{amp}
\end{equation}
The minus sign makes successive amplitudes alternate in sign. It disappears on squaring:
\begin{equation}
\frac{W_{n+1}}{W_n}=\frac{S}{n+1}.
\label{ratio}
\end{equation}
Applying this ratio $n$ times, starting from $W_0$, gives
\begin{equation}
W_n=W_0\,\frac S1\cdot\frac S2\cdots\frac Sn=W_0\,\frac{S^n}{n!}.
\end{equation}
The weights add up to one, and $\sum_n S^n/n!=e^S$. Therefore $W_0e^S=1$, and
\begin{equation}
W_0=e^{-S},\qquad W_n=e^{-S}\frac{S^n}{n!}.
\label{poisson}
\end{equation}
This is the Poisson distribution with mean $S$.

The first weight can be confirmed from the wave functions alone. Completing the square in the exponent,
\begin{equation}
-\tfrac12q^2-\tfrac12(q-\Delta)^2=-\left(q-\tfrac12\Delta\right)^2-\tfrac14\Delta^2 ,
\end{equation}
one finds
\begin{equation}
c_0=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-(q-\Delta/2)^2-\Delta^2/4}\,dq=e^{-\Delta^2/4}.
\end{equation}
Its square is $e^{-\Delta^2/2}=e^{-S}$, as before.

\textbf{Answer to (a).} For $S=10$,
\begin{equation}
W_0=e^{-10}=4.54\times10^{-5}.
\end{equation}
The tempting value was about 19 times too large.

\textbf{Answer to (b).} The ratio $W_{n+1}/W_n=10/(n+1)$ is greater than one for $n<9$, equal to one for $n=9$, and less than one for $n>9$. The weights rise up to $n=9$, do not change from 9 to 10, and then fall. Nine and ten phonons share the largest weight:
\begin{equation}
W_9=W_{10}=e^{-10}\,\frac{10^{10}}{10!}=4.54\times10^{-5}\times2755.7=0.1251 .
\end{equation}
Squared overlaps of vibrational states computed numerically on a grid, without use of Eq.~(\ref{poisson}), give the same values: $4.5400\times10^{-5}$ for $n=0$ and 0.12511 for both $n=9$ and $n=10$.

\section{Reading the result}

\textbf{Why the peak lies between two integers.} From Eq.~(\ref{ratio}), $\ln W_n$ changes by $-\ln[(n+1)/S]$ between $n$ and $n+1$. Assign this slope to the midpoint $x=n+\tfrac12$; it is then $-\ln[(x+\tfrac12)/S]$ and vanishes at $x=S-\tfrac12$. For $S=10$ the top is at 9.5, halfway between the two winners. The Gaussian of Eq.~(\ref{gauss}) has its top at 10. In the tail the slopes differ much more. From $n=0$ to $n=1$ the true logarithm rises by $\ln10=2.30$, while that of the Gaussian rises by $(100-81)/20=0.95$.

\textbf{Other values of $S$.} The tie requires $S/(n+1)=1$ for some $n$, so $S$ must be a positive integer; the tied numbers are then $S-1$ and $S$. Otherwise the largest weight is at the integer just below $S$. For $S=9.5$ the weights are $W_9=0.1300$ and $W_{10}=0.1235$, in the ratio $9.5/10$. For $S<1$ the zero-phonon weight is the largest, and for $S\ll1$ it is close to $1-S$.

\textbf{Several modes.} Suppose two independent modes have factors $S_1$ and $S_2$, each with a shifted minimum and an unchanged frequency. The weight of a total of $n$ phonons is
\begin{align}
\sum_{k=0}^{n}e^{-S_1}\frac{S_1^k}{k!}\,e^{-S_2}\frac{S_2^{n-k}}{(n-k)!}
&=\frac{e^{-(S_1+S_2)}}{n!}\sum_{k=0}^{n}\frac{n!}{k!(n-k)!}S_1^kS_2^{n-k}\nonumber\\
&=e^{-(S_1+S_2)}\frac{(S_1+S_2)^n}{n!},
\end{align}
by the binomial theorem. The total number follows the same law with $S=S_1+S_2$, and further modes can be added one at a time. If the modes have different quanta, however, a given total number no longer means a given energy.

\textbf{What the fraction means for capture.} $W_0$ is a share of the summed squared overlaps, not the share of captured electrons that emit no phonon. Let $\varepsilon$ be the energy of the free electron above the relaxed trap level. The zero-point energies of the two wells are equal and cancel, so energy conservation demands $\varepsilon=n\hbar\omega$. The energy selects $n$, and $W_n$ then multiplies the rate. An electron in resonance with the relaxed level ($n=0$) has a vibrational factor 2756 times smaller than one that lies 0.54 or 0.60 eV above it, if the electronic coupling is the same.

The standard deviation of the phonon number is $\sqrt{10}=3.16$, which corresponds to $3.16\times0.060=0.19$ eV. The phonon numbers 7 to 13 together hold 73 percent of the weight. With an effective mass of 28 atomic mass units, a rough choice equal to that of a silicon atom, the shift $\Delta$ is a displacement of 0.022 nm.

\section{The model beside a real oxide trap}

The parameters are rough. The zero-phonon weight depends strongly on the relaxation energy: with 2 eV and the same quantum, $S=33.3$ and $W_0=3.3\times10^{-15}$. A defect may also have more than two structural states; the calculation here describes a single charge-transfer step between two of them. For the numbers of the example, the simplifications matter as follows.

\textbf{Temperature.} Most devices work near room temperature or above it. At temperature $T$ the weight for a net creation of $r$ phonons is
\begin{equation}
W_r(T)=\sum_m P_m\,|\langle(m+r)_f|m_i\rangle|^2,\qquad P_m\propto e^{-m\hbar\omega/(k_BT)} .
\end{equation}
For $r=0$ this gives $8.3\times10^{-4}$ at 300 K and $2.1\times10^{-3}$ at 400 K, which is 18 and 46 times the zero-temperature value. The term $m=0$ contributes $P_0W_0<W_0$, so the whole increase comes from defects that are already vibrating. The value at 300 K happens to lie near the mistaken $G_0$, but $G_0$ was an estimate for zero temperature and contains no thermal excitation. The peak changes little: at 300 K the weights for net 9 and 10 are 0.1133 and 0.1141, so the tie is broken by less than one percent.

\textbf{Shape of the final well.} Keep the displacement fixed and lower the final frequency by 10 percent. Then $W_0=7.7\times10^{-5}$ and the peak is at $n=9$ alone. Raising it by 10 percent gives $2.8\times10^{-5}$ and a peak at $n=10$ alone. An anharmonic final well with the same displacement moves the peak further. Replace the final parabola by a Morse curve 5 eV deep, a rough bond strength, with the same curvature at its minimum and the same displacement. If the old minimum lies on the steep side, the peak moves to $n=13$ and $W_0$ falls to $2.7\times10^{-5}$; on the soft side they become $n=7$ and $8.0\times10^{-5}$. The peak moves mainly because the relaxation energy is no longer 0.60 eV: at the same displacement it is 0.86 eV on the steep side and 0.43 eV on the soft side. If the displacement is instead adjusted to keep the relaxation energy at 0.60 eV, the peak is at $n=9$ on the steep side and at $n=10$ on the soft side. The zero-phonon weight is then more sensitive to the shape of the well: it becomes $4.2\times10^{-4}$ and $6.8\times10^{-7}$, respectively.

\textbf{Coupling that depends on position.} Let the coupling be proportional to $1+\lambda q/\Delta$, so that it changes by the fraction $\lambda$ between the minima. Because $a|0_i\rangle=0$ and $a^\dagger=b^\dagger+\sqrt S$,
\begin{align}
\langle n_f|q|0_i\rangle&=\frac{\langle n_f|a^\dagger|0_i\rangle}{\sqrt2}
=\frac{\sqrt n\,c_{n-1}+\sqrt S\,c_n}{\sqrt2}\nonumber\\
&=\sqrt{\frac S2}\left(1-\frac nS\right)c_n
=\frac\Delta2\left(1-\frac nS\right)c_n ,
\end{align}
where Eq.~(\ref{amp}) supplied $c_{n-1}=-\sqrt{n/S}\,c_n$. Each weight is thus multiplied by $[1+\tfrac12\lambda(1-n/S)]^2$. For $\lambda=0.2$ the factors are 1.21 at $n=0$, 1.02 at $n=9$ and 1 at $n=10$. The tie is broken by two percent in favour of nine phonons.

\textbf{Field and tunnelling.} An oxide field of 5 MV/cm shifts the level of a trap 1 nm from the channel by 0.50 eV relative to the channel, or 8.3 quanta. If the direct force of the field on the atoms is neglected, the field leaves the weights $W_n$ unchanged but strongly alters which of them the electron meets; the direction of the field decides whether $n$ grows or shrinks. The electron must also tunnel to the trap. For a rectangular barrier of 3 eV and a tunnelling mass of 0.4 free-electron masses, both rough values, this brings a separate factor of the order of $10^{-5}$ into the absolute rate.

Among the changes of temperature, well shape and coupling made here at fixed displacement, temperature changes the zero-phonon weight most, and the Morse wells move the peak most. Raising the relaxation energy to 2 eV changes both far more: the peak is then at $n=33$. The equality of the nine- and ten-phonon weights is a property of the ideal model with $S=10$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Huang-Rhys factor S: 10.0
Phonon quantum: 0.060 eV
Relaxation energy: 0.600 eV
Dimensionless shift of minimum: 4.4721
Effective mass of mode: 28 u
Displacement of minimum: 0.0223 nm
Zero-phonon fraction, grid: 4.5400e-05
Zero-phonon fraction, exp(-S): 4.5400e-05
Weight of n = 5: 0.03783
Weight of n = 8: 0.11260
Weight of n = 9: 0.12511
Weight of n = 10: 0.12511
Weight of n = 11: 0.11374
Weight of n = 15: 0.03472
Peak weight / zero-phonon weight: 2755.7
Mean phonon number: 10.0000
Standard deviation of n: 3.1623
Standard deviation in energy: 0.190 eV
Total weight of n = 7 to 13: 0.7343
S = 9.5: W_9 = 0.13000, W_10 = 0.12350
Relaxation 2 eV: S = 33.33, W_0 = 3.34e-15
300 K: mean thermal occupation 0.1089
  net-zero weight 8.276e-04, ratio to T = 0: 18.23
  net 9: 0.11334, net 10: 0.11414, largest at 10
400 K: mean thermal occupation 0.2127
  net-zero weight 2.109e-03, ratio to T = 0: 46.46
  net 9: 0.10473, net 10: 0.10581, largest at 10
Final/initial frequency 0.9: W_0 = 7.674e-05
  W_9 = 0.13881, W_10 = 0.12501, largest at n = 9
Final/initial frequency 1.1: W_0 = 2.817e-05
  W_9 = 0.10600, W_10 = 0.11470, largest at n = 10
Morse well depth: 5.0 eV
  start on steep side: energy at old minimum 0.857 eV
    W_0 = 2.655e-05, largest at n = 13
  start on soft side: energy at old minimum 0.429 eV
    W_0 = 7.950e-05, largest at n = 7
Coupling change between minima: 20 percent
  factor on W_0: 1.2100
  factor on W_9: 1.0201, on W_10: 1.0000
Field 5.0 MV/cm, trap depth 1.0 nm: level shift 0.50 eV
  level shift in phonon quanta: 8.33
Barrier 3.0 eV, tunnelling mass 0.4 m_e: factor 1.33e-05
\end{verbatim}
